# Sampling a Free-Flight Time at Constant Total Scattering Rate

## Problem

In a Monte Carlo simulation of transport in a semiconductor channel, a carrier alternates between free flights, during which the electric field accelerates it, and scattering events, which are treated as instantaneous. The duration of each flight is drawn at random.

Let the total event rate be constant,

$$
\Gamma = 1.0\times10^{14}\ \mathrm{s^{-1}},
$$

and let the random number generator deliver $r=0.5$ from a uniform distribution between 0 and 1. The number $r$ is read as the probability that the carrier survives the flight without an event.

(a) Estimate the flight time without solving a differential equation.

(b) Find the flight time exactly, and show that the rule used gives the correct distribution when $r$ is drawn many times.

(c) Compare the two answers, and explain how a constant $\Gamma$ can be used when the physical scattering rate changes during the flight.

Two assumptions enter. First, events have no memory: in a short interval $dt$ the probability of an event is $\Gamma\,dt$, however long the carrier has already been flying. Second, $\Gamma$ counts every event in the simulation, including self-scattering, a fictitious event that leaves the carrier's state unchanged. Time is counted from the end of the previous event.

## First estimate by scaling

The only quantity with a dimension is $\Gamma$, so the flight time must have the form

$$
t=\frac{f(r)}{\Gamma},
$$

where $f$ is a dimensionless function. The time scale is

$$
\frac{1}{\Gamma}=\frac{1}{1.0\times10^{14}\ \mathrm{s^{-1}}}=1.0\times10^{-14}\ \mathrm{s}=10\ \mathrm{fs}.
$$

Dimensional analysis does not give $f(0.5)$, but a simple argument brackets it. Let $S(t)$ be the probability that no event has occurred up to time $t$. It starts at $S(0)=1$ and falls to $r$ at the time we seek. Its rate of loss at any moment is $\Gamma S$, because only carriers still in flight can have their flight ended.

During the fall from 1 to $r$, the value of $S$ lies between these two numbers, so the rate of loss lies between $\Gamma r$ and $\Gamma$. The total loss is $1-r$. Dividing it by the largest and the smallest rate of loss gives the shortest and the longest possible time:

$$
\frac{1-r}{\Gamma}\le t\le\frac{1-r}{r\,\Gamma}.
$$

For $r=0.5$ the lower bound is $0.5\times10\ \mathrm{fs}=5\ \mathrm{fs}$, and the upper bound is $(0.5/0.5)\times10\ \mathrm{fs}=10\ \mathrm{fs}$.

When a positive quantity is known to within a factor, the geometric mean of the bounds is a reasonable single estimate, since it differs from both by the same factor:

$$
t_{\mathrm{est}}=\sqrt{\frac{1-r}{\Gamma}\,\frac{1-r}{r\,\Gamma}}
=\frac{1-r}{\sqrt r\,\Gamma}.
$$

With $r=0.5$,

$$
t_{\mathrm{est}}=\frac{0.5}{0.7071}\times10\ \mathrm{fs}\approx7.1\ \mathrm{fs}.
$$

The bracket is rigorous under the stated assumptions. The choice of the geometric mean is a guess, to be judged against the exact result.

## Exact solution

### Survival probability

To be in flight at $t+dt$, the carrier must have survived until $t$ and must then escape an event during $dt$. Because the events have no memory, a carrier still in flight at $t$ escapes with probability $1-\Gamma\,dt$, however long it has already been flying. Multiplying the probability of surviving until $t$ by this factor gives

$$
S(t+dt)=S(t)\,(1-\Gamma\,dt).
$$

Subtracting $S(t)$, dividing by $dt$ and letting $dt$ go to zero gives

$$
\frac{dS}{dt}=-\Gamma S.
$$

The minus sign expresses the loss of surviving carriers. Separating the variables and integrating from time zero, where $S=1$, gives

$$
\int_1^{S(t)}\frac{dS'}{S'}=-\Gamma\int_0^t dt',
\qquad
\ln S(t)=-\Gamma t,
$$

and therefore

$$
S(t)=e^{-\Gamma t}.
$$

### The sampled time

The random number is identified with the survival probability at the end of the flight:

$$
r=e^{-\Gamma t}.
$$

Taking the natural logarithm gives $\ln r=-\Gamma t$, and division by $-\Gamma$ gives

$$
\boxed{t=-\frac{\ln r}{\Gamma}}.
$$

Since $0<r<1$, the logarithm is negative and the time is positive. For the given numbers,

$$
t=\frac{0.693147}{1.0\times10^{14}\ \mathrm{s^{-1}}}
=6.93\times10^{-15}\ \mathrm{s}=6.93\ \mathrm{fs}.
$$

Substitution back into the survival probability returns $e^{-0.6931}=0.500$, as it should.

The same time follows without the logarithm. If time is divided into steps of $10^{-6}/\Gamma$, each step multiplies the survival probability by $1-10^{-6}$. Repeating the multiplication until the product reaches 0.5 gives 6.931 fs, in agreement with the formula to the digits shown.

### Why the rule gives the right distribution

One correct substitution does not yet show that repeated draws produce the correct spread of flight times. For this, choose any time $T>0$ and ask when the sampled time exceeds it:

$$
-\frac{\ln r}{\Gamma}>T
\quad\Longleftrightarrow\quad
\ln r<-\Gamma T
\quad\Longleftrightarrow\quad
r<e^{-\Gamma T}.
$$

The inequality turns around in the first step because both sides are multiplied by the negative number $-\Gamma$. A uniform random number lies below a value $a$ between 0 and 1 with probability $a$. Hence

$$
P(t>T)=e^{-\Gamma T}=S(T),
$$

which is the required survival probability.

The number $1-r$ is also uniform between 0 and 1, so the rule $t=-\ln(1-r)/\Gamma$ produces the same distribution. For an individual draw the two rules generally differ. With $r=0.1$ the first gives 23.03 fs and the second 1.05 fs; with $r=0.9$ the values are exchanged. They agree when $r=1-r$, that is, at $r=0.5$, so the answer to this problem does not depend on the convention. The second form is convenient when a generator can return 0 but not 1, because it then avoids the logarithm of zero.

### Mean, spread and median

The flight ends between $t$ and $t+dt$ if the carrier survives until $t$ and then has an event. The probability density of flight times is therefore

$$
p(t)=\Gamma S(t)=\Gamma e^{-\Gamma t}.
$$

Integration by parts gives the mean:

$$
\langle t\rangle=\int_0^\infty t\,\Gamma e^{-\Gamma t}\,dt
=\left[-t e^{-\Gamma t}\right]_0^\infty+\int_0^\infty e^{-\Gamma t}\,dt
=0+\frac1\Gamma=10\ \mathrm{fs}.
$$

In the same way,

$$
\langle t^2\rangle=\left[-t^2e^{-\Gamma t}\right]_0^\infty
+2\int_0^\infty t e^{-\Gamma t}\,dt
=0+\frac{2}{\Gamma}\langle t\rangle=\frac{2}{\Gamma^2}.
$$

The variance is $2/\Gamma^2-1/\Gamma^2=1/\Gamma^2$, so the standard deviation is also $1/\Gamma=10$ fs. Individual flight times scatter as widely as the mean itself.

The sampled 6.93 fs is thus neither the mean nor a fixed time between events. It is one draw. Because $r=0.5$, it is also the median: half of all flights are shorter and half are longer. The median lies below the mean because the distribution has a long tail. Long flights are uncommon, but they contribute strongly to the average. The fraction of flights that outlast the mean is $e^{-1}=0.368$, well below one half.

The median, the mean and the fraction of flights that outlast the mean were tested on 200,000 simulated carriers, each given a random trial for an event in every interval of 0.1 fs. The event probability per trial was 0.01, and the logarithmic rule was not used. The simulated median was 6.95 fs. End times were recorded at the midpoints of the intervals, which lie 0.1 fs apart, so the median is resolved only to about this spacing. The probability of an event within the first 69 trials is $1-0.99^{69}=0.5002$, so the median of the trial process itself is the midpoint of the 69th interval, 6.85 fs. The margin above one half is smaller than the statistical uncertainty $0.5/\sqrt{200000}\approx0.001$, so a run returns 6.85 fs or 6.95 fs about equally often. Either value agrees with 6.93 fs within the resolution, and the closeness of 6.95 fs has no further significance.

The simulated mean was 9.95 fs, and its small shortfall can be traced. With probability 0.01 per trial, the mean number of trials up to and including the event is $1/0.01=100$, or 10 fs. Recording the event at the middle of its interval subtracts half an interval, 0.05 fs. The statistical uncertainty of the mean is $10\ \mathrm{fs}/\sqrt{200000}\approx0.02$ fs, so the shortfall is what the finite interval predicts. The simulated fraction of flights longer than 10 fs was 0.366. This matches the probability $0.99^{100}=0.366$ of passing 100 trials without an event, which lies slightly below $e^{-1}=0.368$ because of the finite interval.

## Comparison of the estimate and the exact result

The exact time, 6.93 fs, lies inside the bracket from 5 to 10 fs. The estimate of 7.1 fs is about 2% too high relative to the exact value. To see why it is so close, write $y=\Gamma t=-\ln r$, so that $r=e^{-y}$. Then

$$
\Gamma t_{\mathrm{est}}=\frac{1-e^{-y}}{e^{-y/2}}
=e^{y/2}-e^{-y/2}
=y+\frac{y^3}{24}+\cdots .
$$

The even powers cancel between the two exponentials. The leading relative error is therefore $y^2/24$, which for $y=0.693$ is $0.480/24=0.020$.

The two limits of $r$ show where the estimate can be trusted.

**Short flights, $r$ close to 1.** Here $y$ is small and $-\ln r\approx1-r$. Hardly any survival probability has been lost, so the rate of loss is nearly constant and both bounds merge. For $r=0.9$ the estimate is $(0.1/0.9487)\times10\ \mathrm{fs}=1.05$ fs, equal to the exact time at this precision.

**Long flights, $r$ close to 0.** The rate of loss now changes greatly during the flight, and the bounds move apart. For $r=0.1$ they are 9 fs and 90 fs. The estimate is $(0.9/0.3162)\times10\ \mathrm{fs}=28.5$ fs, while the exact time is 23.0 fs, so the estimate is 24% too high relative to the exact value. As $r$ goes to zero, the estimate grows as $1/\sqrt r$ but the exact time only as $\ln(1/r)$. The scaling estimate fails in this tail, and the logarithm is needed.

The dependence on $\Gamma$ is the same in both results. Doubling the total rate halves the time for any fixed $r$.

## When the physical scattering rate is not constant

The field changes the carrier's energy during the flight, and the physical scattering rate usually changes with it. Let $\lambda(t)$ be this real rate at time $t$ after the last real collision. The constant-rate formula can still be used if $\Gamma$ is chosen so that

$$
0\le\lambda(t)\le\Gamma
$$

throughout the motion. The difference $\Gamma-\lambda(t)$ is assigned to self-scattering.

At the end of each sampled flight, the event is accepted as real with probability $\lambda/\Gamma$, evaluated at that moment. Otherwise the carrier continues in the same state and a new flight time is drawn. The probability of a real event in $dt$ is then

$$
(\Gamma\,dt)\,\frac{\lambda(t)}{\Gamma}=\lambda(t)\,dt.
$$

The auxiliary rate $\Gamma$ has cancelled. If $R(t)$ is the probability that no real collision has occurred, the earlier argument gives $dR/dt=-\lambda(t)R$, and hence

$$
R(t)=\exp\left[-\int_0^t\lambda(t')\,dt'\right].
$$

As an example, take the model rate

$$
\lambda(t)=\Gamma\left(0.2+0.6\,\frac{x}{1+x}\right),\qquad x=\Gamma t.
$$

It rises from $2.0\times10^{13}\ \mathrm{s^{-1}}$ at the start to $6.0\times10^{13}\ \mathrm{s^{-1}}$ at 20 fs, and it stays below $0.8\,\Gamma$. The model is an illustration, not the rate of a particular material. The symbol $\Gamma$ in it only fixes the scale $1.0\times10^{14}\ \mathrm{s^{-1}}$; if the auxiliary rate were changed, $\lambda(t)$ would be held fixed. Real rates of this size correspond to $\hbar\lambda$ between 13 and 53 meV, comparable with the thermal energy of 26 meV at 300 K, so the picture of instantaneous scattering is safe only for carriers whose energy is well above $\hbar\lambda$. Writing $x/(1+x)=1-1/(1+x)$ and using $\Gamma\,dt=dx$, we find

$$
\int_0^t\lambda\,dt'
=\int_0^{\Gamma t}\left(0.8-\frac{0.6}{1+x}\right)dx
=0.8\,\Gamma t-0.6\ln(1+\Gamma t).
$$

At 20 fs, $\Gamma t=2$, and the integral is $1.600-0.659=0.941$. The probability of no real collision is $e^{-0.941}=0.390$. A simulation with self-scattering also gave 0.390. Its statistical uncertainty with 200,000 carriers is $\sqrt{0.39\times0.61/200000}\approx0.001$, so closer agreement in the printed digits has no further significance.

For comparison, the probability of no event of any kind by 20 fs is $e^{-2}=0.135$. Many flights therefore end in self-scattering, and the sampled 6.93 fs must not be read as the time between physical collisions. It is the time to the next point at which the simulation decides whether a physical collision takes place.

The method fails if $\lambda(t)$ exceeds $\Gamma$. The acceptance probability $\lambda/\Gamma$ would then be greater than 1, which is impossible; accepting every event would give a real rate of only $\Gamma$, and collisions would be missing. If the real rate is bounded over the states the carrier visits, a larger $\Gamma$ cures this, at the price of shorter flights and more self-scattering events to process. A rate that keeps growing with energy is bounded only within a chosen energy range. A rate that diverges, as at a phonon emission threshold with a one-dimensional density of states, has no constant bound, and a larger $\Gamma$ then reduces the error without removing it. The simulated values quoted above appear in the numerical output.

## Calculated quantities

```
Total rate Gamma: 1.000e+14 1/s
Random number r: 0.500 (no unit)
-ln(r): 0.693147 (no unit)
Sampled flight time: 6.9315e-15 s
Sampled flight time: 6.931 fs
Time from step product: 6.931 fs
Survival at sampled time: 0.500
Mean flight time 1/Gamma: 10.000 fs
Sampled time / mean time: 0.6931
Number of simulated carriers: 200000
Time step of random trials: 0.100 fs
Simulated median: 6.95 fs
Simulated mean: 9.95 fs
Fraction outlasting mean, formula: 0.3679
Fraction outlasting mean, simulated: 0.3664
r = 0.1, -ln(r)/Gamma: 23.026 fs
r = 0.1, -ln(1-r)/Gamma: 1.054 fs
r = 0.9, -ln(r)/Gamma: 1.054 fs
r = 0.9, -ln(1-r)/Gamma: 23.026 fs
Model real rate: Gamma*(0.2 + 0.6*x/(1+x)), x = Gamma*t
Real rate at 0 fs: 2.000e+13 1/s
Real rate at 20 fs: 6.000e+13 1/s
No real event by 20 fs, quadrature: 0.3903
No real event by 20 fs, simulated: 0.3903
```
